\section*{The Valensi–Carter Law for Oxidation of a Metal Sphere}

\section*{What is conserved}

\textbf{Q.} A flat metal surface under diffusion control grows a scale of thickness $x$ with $x^2=k_pt$. Why can I not use this for a powder particle?

\textbf{A.} You can while the scale is thin compared with the particle. Later the core surface shrinks, while the outer surface moves because oxide and metal occupy different volumes. Both changes alter the diffusion resistance.

Take a dense sphere of initial radius $r_0$. At time $t$ it has a metal core of radius $r_1$ inside an oxide shell of outer radius $r_2$. The conversion, the fraction of metal consumed, is
\begin{equation}
\alpha=1-\left(\frac{r_1}{r_0}\right)^3 ,\qquad r_1=r_0(1-\alpha)^{1/3}.
\end{equation}
Let $z$ be the volume of oxide formed per volume of metal consumed. If the oxide is compact and stays in contact with the core, its volume is $z$ times the lost metal volume. Cancelling $4\pi/3$,
\begin{equation}
r_2^3-r_1^3=z(r_0^3-r_1^3)
\quad\Longrightarrow\quad
r_2^3=zr_0^3+(1-z)r_1^3 .
\label{volume}
\end{equation}
Substituting $r_1^3=r_0^3(1-\alpha)$ gives
\begin{equation}
r_2=r_0[1+(z-1)\alpha]^{1/3}.
\end{equation}

\section*{The flux through the shell}

\textbf{Q.} The defect concentration, and hence the conductivity, varies across the scale. Surely a single rate constant cannot describe that.

\textbf{A.} It can if, at a given temperature, the conductivities depend only on the local chemical potential, and the potentials at the two interfaces are fixed. Suppose first that metal ions of charge number $\nu$ and electrons are mobile, with conductivities $\sigma_i$ and $\sigma_e$. With $F$ the Faraday constant and $\phi$ the electric potential, their outward molar fluxes relative to the oxide lattice are
\begin{align}
j_i&=-\frac{\sigma_i}{\nu^2F^2}\frac{d(\mu_i+\nu F\phi)}{dr},&
j_e&=-\frac{\sigma_e}{F^2}\frac{d(\mu_e-F\phi)}{dr}.
\end{align}
No net current flows, so $j_e=\nu j_i$. Local equilibrium gives the chemical potential of neutral metal, $\mu=\mu_i+\nu\mu_e$. Adding the first driving force to $\nu$ times the second cancels $\phi$:
\begin{equation}
\frac{d\mu}{dr}=-\nu^2F^2 j_i\left(\frac1{\sigma_i}+\frac1{\sigma_e}\right).
\end{equation}
Writing $j=j_i$, we have
\begin{equation}
j=-L(\mu)\frac{d\mu}{dr},\qquad
L=\frac{\sigma_i\sigma_e}{\nu^2F^2(\sigma_i+\sigma_e)} .
\end{equation}

If oxidant ions move instead, let the oxide contain $b$ oxidant atoms per metal atom. Near stoichiometry $\mu+b\mu_O$ is constant, so $d\mu_O/dr=-(1/b)d\mu/dr$. With $j_O=-L_Od\mu_O/dr$, the rate counted as metal is $j=-j_O/b=-(L_O/b^2)d\mu/dr$. The form is unchanged.

\textbf{Q.} The oxide itself moves as the core shrinks. Does that not spoil a steady-flux calculation?

\textbf{A.} The flux is measured relative to the lattice. If the oxide is nearly stoichiometric, almost no metal or oxidant accumulates between two lattice shells. The total rate $N=4\pi r^2j$ is then the same through every shell, and equals the molar rate of metal consumption. Separating variables,
\begin{equation}
\frac{N}{4\pi}\int_{r_1}^{r_2}\frac{dr}{r^2}
=\int_{\mu(r_2)}^{\mu(r_1)}L(\mu)\,d\mu\equiv K .
\end{equation}
The radial integral is $1/r_1-1/r_2=(r_2-r_1)/(r_1r_2)$, so
\begin{equation}
N=4\pi K\frac{r_1r_2}{r_2-r_1}.
\label{flux}
\end{equation}
When $L$ depends only on $\mu$ and temperature, its variation enters through $K$ alone, which stays constant when temperature and interface potentials stay constant. If the grain structure also makes $L$ depend on position, the integrals do not separate in this way. As a test, a boundary-value problem with $L=0.2+\mu^2$, $r_1=0.5$, $r_2=1.2$ and end values $\mu=2$ and $0$, all dimensionless, was solved numerically. Its flux agreed with \eqref{flux} to a relative error of $2.5\times10^{-11}$.

\section*{From flux to conversion}

\textbf{Q.} How is $K$ related to the measured planar constant? I suspect a factor of $z$ will disappear somewhere.

\textbf{A.} Define the metal-recession constant $k=V_MK$, where $V_M$ is the molar volume of the metal. In a plane the flux is $K/x$. Metal is consumed at volume rate $V_MK/x=k/x$ per area, and oxide is produced at $z$ times that rate:
\begin{equation}
\frac{dx}{dt}=\frac{zk}{x}
\quad\Longrightarrow\quad x^2=2zkt,
\qquad k_p=2zk .
\label{kp}
\end{equation}
Here $k_p$ refers to scale thickness, not to recession or squared mass gain.

For the sphere, the core volume decreases at rate $V_MN$:
\begin{equation}
4\pi r_1^2\frac{dr_1}{dt}=-4\pi k\frac{r_1r_2}{r_2-r_1}.
\end{equation}
Divide by $4\pi r_1$, then multiply by $(r_2-r_1)/r_2$:
\begin{equation}
r_1\left(1-\frac{r_1}{r_2}\right)dr_1=-k\,dt .
\label{recession}
\end{equation}

\textbf{Q.} There are still two moving radii. How do you integrate that?

\textbf{A.} Differentiate \eqref{volume} and divide by $3r_2$:
\begin{equation}
r_2\,dr_2=(1-z)\frac{r_1^2}{r_2}\,dr_1 .
\end{equation}
For $z\ne1$ this turns the awkward term into $-(r_1^2/r_2)dr_1=r_2dr_2/(z-1)$. Equation \eqref{recession} becomes
\begin{equation}
r_1\,dr_1+\frac{r_2\,dr_2}{z-1}=-k\,dt .
\end{equation}
With no initial oxide, both radii start at $r_0$. Integration gives
\begin{equation}
\frac{r_1^2-r_0^2}{2}+\frac{r_2^2-r_0^2}{2(z-1)}=-kt .
\end{equation}
Multiply by $-2/r_0^2$ and insert the radii:
\begin{equation}
1-(1-\alpha)^{2/3}+\frac{1-[1+(z-1)\alpha]^{2/3}}{z-1}
=\frac{2kt}{r_0^2}.
\label{split}
\end{equation}
Over the common denominator, the constants add to $(z-1)+1=z$. Using $2k=k_p/z$,
\begin{equation}
\begin{aligned}
G(\alpha,z)&\equiv
\frac{z-(z-1)(1-\alpha)^{2/3}-[1+(z-1)\alpha]^{2/3}}{z-1}\\
&=\frac{2kt}{r_0^2}=\frac{k_pt}{zr_0^2}.
\end{aligned}
\label{law}
\end{equation}
This is the Valensi--Carter law. Direct numerical integration of \eqref{recession}, for $z=0.7,1,1.7,2.6$ and $\alpha=0.05,0.3,0.7,1$, agreed with it to a largest relative error of $7.2\times10^{-13}$.

\textbf{Q.} The denominator vanishes when metal and oxide have equal volumes.

\textbf{A.} So does the numerator. Put $w=z-1$ in \eqref{split}. Since $(1+w\alpha)^{2/3}=1+2w\alpha/3+O(w^2)$, the second term tends to $-2\alpha/3$, and
\begin{equation}
1-\frac{2\alpha}{3}-(1-\alpha)^{2/3}=\frac{2kt}{r_0^2}
\qquad(z=1).
\end{equation}
This is the Ginstling--Brounshtein law, included in the numerical test above.

\section*{The beginning and the end}

\textbf{Q.} Then show me that the planar law really comes back. The terms linear in $\alpha$ look dangerous.

\textbf{A.} They cancel. With $w=z-1$, the binomial series gives
\begin{align}
(1-\alpha)^{2/3}&=1-\frac{2\alpha}{3}-\frac{\alpha^2}{9}-\frac{4\alpha^3}{81}+O(\alpha^4),\\
(1+w\alpha)^{2/3}&=1+\frac{2w\alpha}{3}-\frac{w^2\alpha^2}{9}
+\frac{4w^3\alpha^3}{81}+O(\alpha^4).
\end{align}
In \eqref{split}, the first expansion contributes $+2\alpha/3$ and the second, after division by $w$, contributes $-2\alpha/3$. The remainder is
\begin{align}
G&=\frac{(1+w)\alpha^2}{9}+\frac{4(1-w^2)\alpha^3}{81}+O(\alpha^4)\nonumber\\
&=\frac{z\alpha^2}{9}\left[1+\frac{4(2-z)}{9}\alpha+O(\alpha^2)\right],
\label{early}
\end{align}
because $1-w^2=(1+w)(1-w)=z(2-z)$.

For the thickness, subtract $(1-\alpha)^{1/3}=1-\alpha/3-\alpha^2/9+\cdots$ from $(1+w\alpha)^{1/3}=1+w\alpha/3-w^2\alpha^2/9+\cdots$:
\begin{equation}
x=r_2-r_1=\frac{r_0z\alpha}{3}
\left[1+\frac{2-z}{3}\alpha+O(\alpha^2)\right].
\end{equation}
Square this, and use $k_pt=zr_0^2G$. The common factor $z^2r_0^2\alpha^2/9$ cancels in the ratio:
\begin{equation}
\frac{x^2}{k_pt}
=\frac{1+2(2-z)\alpha/3+\cdots}{1+4(2-z)\alpha/9+\cdots}
=1+\frac{2(2-z)}{9}\alpha+O(\alpha^2).
\end{equation}
Hence $x^2\to k_pt$ as $\alpha\to0$.

\textbf{Q.} Why should $z=2$ remove the first correction?

\textbf{A.} To first order,
\begin{equation}
r_1r_2=r_0^2\left[1+\frac{z-2}{3}\alpha+O(\alpha^2)\right].
\end{equation}
The flux \eqref{flux} is that of a plate of area $4\pi r_1r_2$ and thickness $x$. At $z=2$ the outward motion of one surface offsets the inward motion of the other in this effective area. Factoring $r_2^3-r_1^3$ shows that the oxide volume is $4\pi r_1r_2x+4\pi x^3/3$, so the same area also relates volume to thickness at this order. The offset does not persist to all conversions.

\textbf{Q.} And does the core disappear in finite time?

\textbf{A.} Yes. Setting $\alpha=1$ in \eqref{law} gives the completion time
\begin{equation}
\tau=\frac{zr_0^2}{k_p}\,\frac{z-z^{2/3}}{z-1}.
\end{equation}
Just before it, $r_1/r_2\to0$, so \eqref{recession} becomes $r_1dr_1=-k\,dt$. Integrating back from $r_1=0$ at $\tau$,
\begin{equation}
r_1^2\simeq2k(\tau-t),\qquad
1-\alpha\simeq\left[\frac{2k(\tau-t)}{r_0^2}\right]^{3/2}.
\end{equation}
In this final stage the core surface accelerates, but the consumption rate $N\simeq4\pi Kr_1$ vanishes because its area falls faster. The last part of the conversion is therefore slow. The neglected terms are of order $r_1/r_2$, so this form sets in late: for $z\approx1.7$ it still gives $1-\alpha$ about 17\% low at $\alpha=0.99$ and 8\% low at $\alpha=0.999$.

\section*{A nickel particle}

\textbf{Q.} Put numbers in. I want to know when the planar law becomes a bad estimate.

\textbf{A.} Take nickel of radius $20\,\mu\mathrm m$ in air at $1273\,\mathrm K$. Rough molar volumes are $6.6\,\mathrm{cm^3/mol}$ for Ni and $11.2\,\mathrm{cm^3/mol}$ for NiO, so $z=11.2/6.6=1.697$. (Lattice constants of fully dense NiO and Ni give $z\approx1.67$, which shortens the completion time found below by about 2\%, to $14.5\,\mathrm h$.) A rough planar constant is $k_p=5.0\times10^{-11}\,\mathrm{cm^2/s}$. Then $k=k_p/(2z)=1.47\times10^{-11}\,\mathrm{cm^2/s}$, and the time unit $zr_0^2/k_p$ is $37.71\,\mathrm h$.

At half conversion, $G=0.05356$, hence $t=37.71\times0.05356=2.02\,\mathrm h$. For the planar estimate, hold the reacting area at $4\pi r_0^2$, so that $\alpha=3x/(zr_0)$ with $x^2=k_pt$. Its time at the same conversion is the first term of \eqref{early}: $37.71\times1.697\times0.50^2/9=1.78\,\mathrm h$. Other values are:
\begin{center}
\begin{tabular}{cccc}
$\alpha$ & $x$ ($\mu$m) & $t$ (h) & planar $t$ (h)\\
0.10 & 1.14 & 0.072 & 0.071\\
0.50 & 6.22 & 2.02 & 1.78\\
0.90 & 14.24 & 8.84 & 5.76\\
1.00 & 23.86 & 14.84 & 7.11
\end{tabular}
\end{center}

The sign of the planar error depends on how thickness is turned into conversion. Putting the tabulated shell thickness into $t=x^2/k_p$ gives times that are too long: $2.15\,\mathrm h$ at half conversion and $31.6\,\mathrm h$ at completion. The fixed-area estimate of the table is instead 12\% too short at half conversion, relative to the spherical law, and about half the correct model time at completion. At $8\,\mathrm h$ it predicts a conversion of 1.06, which is impossible; the spherical law gives 0.87. The first correction in \eqref{early} lengthens the planar time by a fraction $0.135\alpha$, or 6.7\% at $\alpha=0.5$. The full increase there is about 14\%, so higher terms already matter.

Completion takes $37.71\times0.3935=14.84\,\mathrm h$, or $5.34\times10^4\,\mathrm s$. Setting $z=1$ while holding $k$ fixed would give $12.57\,\mathrm h$, about 15\% less.

\section*{Where the law can fail}

\textbf{Q.} You used a steady profile inside a growing shell. How large is that error?

\textbf{A.} Consider cation vacancies with site fraction $c_s$ at the outer surface, zero at the core, and a constant chemical (ambipolar) diffusivity $D$, since the vacancies are charged and move with compensating holes. Then $k=Dc_s/z$. Diffusion relaxes the profile in a time of order $x^2/D$, while growth takes a time of order $x^2/(Dc_s)$. Their ratio is of order $c_s$.

A moving-boundary calculation retained vacancy storage and lattice motion. It used $z=1.697$, started from the steady profile at $\alpha=0.02$, and ran to $\alpha=0.5$ at fixed $k$. Relative to \eqref{law}, the time was longer by 1.04\% for $c_s=0.04$ and by 0.52\% for $c_s=0.02$. For the latter, refining the mesh from 40 to 80 cells shifted the result by $-0.007$ percentage points. Linear scaling to a rough NiO vacancy fraction of $10^{-4}$ gives about 0.003\%. Defect storage is negligible in this example.

\textbf{Q.} I am more worried about contact. If nickel leaves through the scale, what makes the oxide follow the core?

\textbf{A.} It must deform, and a real scale may fail to do so. NiO grows mainly by outward nickel transport at such temperatures, so voids and hollow particles are a serious concern. Consider a rigid scale whose inner radius stays at $r_0$, while metal is somehow supplied to that entire surface at unchanged potential. Then $r_2^3=r_0^3(1+z\alpha)$, and \eqref{flux} with $r_1$ replaced by $r_0$ gives
\begin{equation}
\frac{r_0^3}{3}\frac{d\alpha}{dt}=k\frac{r_0r_2}{r_2-r_0}
\quad\Longrightarrow\quad
k\,dt=\frac{r_0^2}{3}\left(1-\frac{r_0}{r_2}\right)d\alpha .
\end{equation}
Multiply by $2/r_0^2$ and integrate:
\begin{align}
\frac{2kt}{r_0^2}
&=\frac23\int_0^\alpha\left[1-(1+z\beta)^{-1/3}\right]d\beta\nonumber\\
&=\frac{2\alpha}{3}-\frac{(1+z\alpha)^{2/3}-1}{z}.
\end{align}
For the same $k$, completion takes $4.31\,\mathrm h$, faster than the contacting-core model by a factor of 3.4. The inner area has not shrunk, and the larger hollow shell is thinner. This is an idealized limit: poor supply across a gap would slow the reaction, by an amount this model does not determine.

\textbf{Q.} So how seriously should an engineer take 14.84 hours?

\textbf{A.} As the result of a model with rough inputs: about 15 hours. The assumed $k_p$ is of a plausible order for nickel, but purity and scale structure affect it. A factor of three either way moves completion between about 5 and 45 hours. With a rough activation energy of $200\,\mathrm{kJ/mol}$, an extra $10\,\mathrm K$ raises $k_p$ by 16\%. A particle 10\% larger takes 21\% longer. If the radius was measured at $293\,\mathrm K$, thermal expansion of the radius adds about 3\% at fixed $z$; NiO expands less than Ni, so $z$ falls slightly and the net change is nearer 2\%. Together with loss of contact, these matter far more than the digits of $G$.

Once a thin scale has formed, oxygen depletion and self-heating are small for this particle if it is isolated. Steady diffusion or conduction from radius $r_2$ to distant still gas gives
\begin{equation}
\Delta c_{\mathrm{O_2}}=\frac{N/2}{4\pi D_gr_2},\qquad
\Delta T=\frac{NQ}{4\pi\kappa_gr_2},
\end{equation}
where the factor $1/2$ is the $\mathrm{O_2}$ needed per Ni. At $\alpha=0.01$, $N=9.9\times10^{-12}\,\mathrm{mol/s}$. Rough values $D_g=2\,\mathrm{cm^2/s}$, $Q=240\,\mathrm{kJ/mol}$ and $\kappa_g=0.08\,\mathrm{W/(m\,K)}$ give an oxygen depletion of 0.005\% of the ambient concentration and $0.12\,\mathrm K$ of heating. Both are proportional to $N/r_2$, so they fall as the scale thickens. The model's $N$ diverges as $\alpha\to0$, so the first moments of oxidation are not covered. These estimates do not cover a packed bed, where particles share gas and heat paths.

Two further conditions have not been sized: interface reactions must be fast compared with transport through the scale, and the oxide grain structure must not make the transport coefficient vary with time or with position in the scale. The remaining values are in the numerical output.

\section*{Numbers as computed}
\begin{verbatim}
Shell-flux relative error: 2.5e-11
Largest conversion-law relative error: 7.2e-13
Initial radius: 20.0 um
Temperature: 1273 K
Rough Ni molar volume: 6.6 cm3/mol
Rough NiO molar volume: 11.2 cm3/mol
Volume ratio z: 1.697 (dimensionless)
Rough planar constant k_p: 5.0e-11 cm2/s
Recession constant k: 1.473e-11 cm2/s
Time unit z*r0^2/k_p: 37.71 h
Columns: a, G, r1/um, r2/um, x/um, time/h, planar time/h
0.01 0.000019 19.93 20.05 0.113 0.0007 0.0007
0.10 0.001915 19.31 20.45 1.144 0.0722 0.0711
0.25 0.012351 18.17 21.10 2.929 0.4658 0.4444
0.50 0.053564 15.87 22.10 6.222 2.0199 1.7776
0.75 0.138892 12.60 23.01 10.410 5.2377 3.9996
0.90 0.234343 9.28 23.52 14.241 8.8372 5.7594
1.00 0.393505 0.00 23.86 23.855 14.8392 7.1104
At 1 h: conversion 0.3607, planar 0.3750
At 4 h: conversion 0.6732, planar 0.7500
At 8 h: conversion 0.8726, planar 1.0607
Completion time: 14.84 h = 5.342e+04 s
Completion with z=1 in law, same k: 12.57 h
First time correction 4(2-z)/9: 0.1347 per unit a
First x^2 correction 2(2-z)/9: 0.0673 per unit a
Hollow-limit completion: 4.31 h
Solid/hollow completion-time ratio: 3.45
Hollow-limit outer radius: 27.84 um
Vacancy-model time shift, fraction 0.04: 1.043 %
Vacancy-model time shift, fraction 0.02: 0.518 %
Mesh shift, 40 to 80 cells: -0.0072 % points
Rough NiO vacancy fraction: 1e-04
Scaled defect-storage time shift: 2.6e-03 %
Gas and heat estimates at conversion: 0.01
Nickel consumption rate there: 9.90e-12 mol/s
Rough O2 diffusivity in air: 2.0 cm2/s
Surface O2 depletion: 4.9e-03 %
Rough heat release: 240 kJ/mol
Rough gas conductivity: 0.08 W/(m K)
Particle self-heating: 0.118 K
Rough linear expansion: 1.6e-05 1/K
Expansion from 293 K: time shift 3.2 %
Rough activation energy: 200 kJ/mol
k_p rise for 10 K: 15.9 %
Radius factor 1.10: time factor 1.21
k_p factor 3 higher: completion 4.95 h
k_p factor 3 lower: completion 44.52 h
\end{verbatim}
